\section*{Surface Energy and Surface Stress of a Nearest-Neighbour fcc Crystal}

\section*{Question}

An fcc crystal consists of classical atoms at rest, so zero-point motion is left out. Each pair at distance $r$ has energy $\phi(r)$. The lowest value of $\phi$ is $\phi(r_0)=-D$ with $D>0$, and there $\phi'(r_0)=0$ and $\phi''(r_0)>0$. The potential vanishes smoothly at a distance $r_c$ with $r_0<r_c<\sqrt2\,r_0$, so second neighbours do not interact. The bulk is free of load. Consider states near the perfect crystal, in which no pair other than the nearest neighbours comes within $r_c$.

The crystal is cleaved along a lattice plane with unit normal $\mathbf n$. The layers parallel to it have spacing $h$ and one atom per surface cell of unstrained area $A_0$. Let $E_{\rm ex}$ be the energy per cell and per surface in excess of the same number of bulk atoms at the same in-plane strain. The surface energy is $\gamma=E_{\rm ex}/A$, with $A$ the actual cell area. The surface stress $f_{ab}$ is defined at zero strain by
\begin{equation}
\delta E_{\rm ex}=A_0\sum_{ab}f_{ab}\,\delta\varepsilon_{ab},
\label{def}
\end{equation}
where $a,b$ are in-plane directions. Positive $f$ is tensile.

\begin{enumerate}
\item[(a)] Find the equilibrium bond length, the volume per atom and the bulk modulus.
\item[(b)] Find $\gamma$ for a general face, and evaluate it for (111), (100) and (110).
\item[(c)] Do the atoms move after cleavage?
\item[(d)] Show that every component of $f_{ab}$ vanishes, also when the atoms may relax under strain.
\item[(e)] How can a surface that costs energy exert no stress?
\item[(f)] Does the stress remain zero at finite strain?
\item[(g)] Evaluate the results for $D=0.60$ eV, $r_0=0.250$ nm and a Morse bond with $\alpha=14.0\ \mathrm{nm^{-1}}$. How do coordination-dependent bonds, vibrations and a longer range of the potential change the (111) stress?
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Bulk}

Each atom has twelve neighbours and owns half of each bond, so its energy is $6\phi(r)$. This is least at $r=r_0$, where no bond carries a force. The cubic lattice constant is $a=\sqrt2\,r_0$ and the cube holds four atoms, hence
\begin{equation}
V=\frac{a^3}{4}=\frac{r_0^3}{\sqrt2}.
\end{equation}
Since $V\propto r^3$, $dr/dV=r/(3V)$. The term with $\phi'$ drops out at equilibrium, and
\begin{equation}
B=V\frac{d^2(6\phi)}{dV^2}
=6V\phi''(r_0)\left(\frac{r_0}{3V}\right)^2
=\frac{2r_0^2\phi''(r_0)}{3V}
=\frac{2\sqrt2}{3}\,\frac{\phi''(r_0)}{r_0}.
\end{equation}

\subsection*{(b) Surface energy}

Take a slab of $N$ layers. A bond vector $\mathbf d$ leads across $m_{\mathbf d}=|\mathbf n\cdot\mathbf d|/h$ layers. In one cell column, $N-m_{\mathbf d}$ atoms have a partner at $\mathbf d$; in the bulk all $N$ would have one. The sum over $\mathbf d$ meets each bond from both ends, which gives a factor $1/2$:
\begin{align}
E_N&=\frac12\sum_{\mathbf d}(N-m_{\mathbf d})\phi(|\mathbf d|),\\
E_N-E_N^{\rm bulk}&=-\frac12\sum_{\mathbf d}m_{\mathbf d}\,\phi(|\mathbf d|).
\end{align}
The slab has two surfaces, so
\begin{equation}
E_{\rm ex}=-\frac14\sum_{\mathbf d}m_{\mathbf d}\,\phi(|\mathbf d|).
\label{excess}
\end{equation}
Setting $\phi=-D$ for the twelve neighbours and using $A_0h=V$ gives
\begin{equation}
\gamma=\frac{D}{4V}\sum_{\mathbf d}|\mathbf n\cdot\mathbf d|=\frac{bD}{2A_0},
\qquad b=\frac12\sum_{\mathbf d}m_{\mathbf d}.
\label{gamma}
\end{equation}
Here $b$ is the number of bonds cut per cell, and their cost $bD$ is shared by two surfaces. The neighbour vectors span space, so they cannot all be perpendicular to $\mathbf n$. Therefore $\gamma>0$.

The vectors $\mathbf d$ are $(a/2)(\pm1,\pm1,0)$ and their permutations. Counting those with $\mathbf n\cdot\mathbf d>0$:
\begin{itemize}
\item (111): $h=a/\sqrt3$. Three vectors cross one layer, so $b=3$. With $A_0=V/h=\sqrt3\,r_0^2/2$, $\gamma=\sqrt3\,D/r_0^2$.
\item (100): $h=a/2$. Four vectors cross one layer, so $b=4$. With $A_0=r_0^2$, $\gamma=2D/r_0^2$.
\item (110): $h=a/(2\sqrt2)$. Four vectors cross one layer and one, along $\mathbf n$, crosses two, so $b=4+2=6$. With $A_0=\sqrt2\,r_0^2$, $\gamma=3D/(\sqrt2\,r_0^2)$.
\end{itemize}

\subsection*{(c) Relaxation after cleavage}

The force on an atom is a sum of terms proportional to $\phi'(r_0)=0$ over its remaining bonds. Every atom is therefore in equilibrium at its old site. Moreover, $\phi\ge-D$ for every bond. If $N_b$ bonds remain, then
\begin{equation}
E\ge-DN_b
\label{bound}
\end{equation}
as long as no new pair comes within $r_c$. The ideal cleaved crystal attains this bound, so small displacements gain nothing. The argument does not exclude a distant reconstruction that forms new bonds.

\subsection*{(d) Surface stress}

First let the layers follow a homogeneous in-plane strain. To first order
\begin{equation}
r^2=|\mathbf d|^2+2\sum_{ab}d_ad_b\varepsilon_{ab}
\quad\Longrightarrow\quad
\delta r=\frac{1}{|\mathbf d|}\sum_{ab}d_ad_b\varepsilon_{ab}.
\end{equation}
The number of layers crossed by a bond does not change. Varying \eqref{excess}, dividing by $A_0$ as \eqref{def} requires, and using $m_{\mathbf d}/A_0=|\mathbf n\cdot\mathbf d|/V$, we find
\begin{equation}
f_{ab}=-\frac{1}{4V}\sum_{\mathbf d}|\mathbf n\cdot\mathbf d|\,
\phi'(|\mathbf d|)\,\frac{d_ad_b}{|\mathbf d|}.
\label{stress}
\end{equation}
This holds for any pair potential of finite range with rigid layers. In our crystal $\phi'(r_0)=0$, and the farther shells lie beyond $r_c$ by a finite margin, so a small strain does not bring them into play. Each term is zero, for each face and each $a,b$.

Now let the atoms relax at fixed in-plane strain. The relaxed energy cannot exceed that of the homogeneously strained slab, and it obeys \eqref{bound}:
\begin{equation}
-DN_b\le E_{\rm relaxed}(\varepsilon)\le
-DN_b+\frac12\phi''(r_0)\sum_{\rm bonds}(\delta r)^2+O(\varepsilon^3).
\end{equation}
Both bounds meet at $\varepsilon=0$ and differ by terms of order $\varepsilon^2$, so the relaxed energy has zero slope there. The same argument applies to the bulk reference, whose layer spacing may also relax. The difference $E_{\rm ex}$ thus has zero slope, and $f_{ab}=0$.

\subsection*{(e) Energy without stress}

The cell area under strain is $A=A_0(1+\varepsilon_{11}+\varepsilon_{22})$ to first order. Differentiating $E_{\rm ex}=\gamma A$ at zero strain gives the Shuttleworth relation
\begin{equation}
f_{ab}=\gamma\,\delta_{ab}+\frac{\partial\gamma}{\partial\varepsilon_{ab}}.
\end{equation}
With $f_{ab}=0$ it follows that $\partial\gamma/\partial\varepsilon_{ab}=-\gamma\delta_{ab}$. Cleavage makes area by cutting bonds. Stretching makes area while the number of cut bonds stays fixed, so the same cost is spread over a larger area. In a liquid, atoms can move to the surface and keep $\gamma$ independent of stretch; the relation then gives $f_{ab}=\gamma\delta_{ab}$.

\subsection*{(f) Finite strain}

On (111) the stress stays zero for small finite strains that keep one atom per cell in each flat layer. An atom has three bonds to the next layer. Their lower ends form a triangle, and a point at distance $r_0$ from all three corners still exists when the triangle is slightly deformed. Each layer can shift to this point, so all interlayer bonds return to energy $-D$. If $w(\varepsilon)$ is the in-plane bond energy per atom,
\begin{equation}
E_N=Nw(\varepsilon)-3(N-1)D,\qquad E_N^{\rm bulk}=N[w(\varepsilon)-3D].
\end{equation}
The difference is $3D$ for two surfaces. Thus $E_{\rm ex}=3D/2$, independent of strain.

Other faces need not share this property. Start from the relaxed, strained bulk, in which bonds have changed length by $\delta r$, and cut it. Equation \eqref{excess} with $\phi=-D+\frac12\phi''(r_0)(\delta r)^2$ gives the second-order change
\begin{equation}
\Delta E_{\rm ex}=-\frac18\phi''(r_0)\sum_{\mathbf d}m_{\mathbf d}(\delta r_{\mathbf d})^2\le0,
\end{equation}
because the cut bonds no longer store elastic energy. Relaxation of the slab can only lower it further. To this order, the derivative of $E_{\rm ex}$ along a uniaxial stretch is therefore zero or negative.

\subsection*{(g) Numbers and limits}

The Morse bond is $\phi=D[e^{-2\alpha(r-r_0)}-2e^{-\alpha(r-r_0)}]$, multiplied by a smooth factor that falls from 1 at $1.15\,r_0$ to 0 at $1.35\,r_0$. At the minimum $\phi''(r_0)=2D\alpha^2$, and (a) gives $B=142$ GPa. The cohesive energy is $6D=3.60$ eV per atom. For (111),
\begin{equation}
\gamma=\frac{3\times0.60\ \mathrm{eV}}{2\times0.05413\ \mathrm{nm^2}}
=16.63\ \mathrm{eV/nm^2}=2.66\ \mathrm{J/m^2}.
\end{equation}
The same formula gives $3.08\ \mathrm{J/m^2}$ for (100) and $3.26\ \mathrm{J/m^2}$ for (110). All three unstrained faces have $f_{ab}=0$.

The remaining static stresses come from energies of relaxed slabs with 10 and 14 layers. Their difference gives the bulk energy per layer, and finite differences in strain give the stress. For (110) stretched by 1\,\% along [001], the result is $-0.15$ N/m, with the sign found in (f).

\emph{Coordination.} In a metal the strength of a bond depends on how many other bonds its atoms have. A nearest-neighbour second-moment model describes this by
\begin{equation}
E_i=A_r\sum_j e^{-p(r_{ij}/r_0-1)}-\xi\Big[\sum_j e^{-2q(r_{ij}/r_0-1)}\Big]^{1/2},
\end{equation}
with the same cut-off factor on each exponential. We choose $p=10$ and $q=2.5$. Equilibrium at $r_0$ and a cohesive energy of $6D$ then fix $A_r=0.100$ eV and $\xi=1.386$ eV; the bulk modulus is 145 GPa. At distance $r_0$, a bond between atoms with $Z_i$ and $Z_j$ neighbours has
\begin{equation}
\frac{\partial E}{\partial r}=\frac1{r_0}\left[-2A_rp+\xi q\left(\frac1{\sqrt{Z_i}}+\frac1{\sqrt{Z_j}}\right)\right].
\end{equation}
This vanishes for $Z_i=Z_j=12$. Atoms in a (111) surface have $Z=9$, so before relaxation the bonds between them pull. After relaxation the surface stress is $+1.2$ N/m and $\gamma=1.0\ \mathrm{J/m^2}$.

\emph{Vibrations.} We let each atom of mass 60 u vibrate among fixed neighbours, add the harmonic free energy to the Morse energy, and relax the layer spacings of a 12-layer film at the in-plane spacing of the free bulk. The (111) stress is then $-0.005$ N/m at 0 K, from zero-point motion, and $-0.020$ N/m at 300 K. These values are rough: if all atoms vibrate together, the phonons of the film give about $-0.003$ N/m at 0 K and $-0.008$ to $-0.009$ N/m at 300 K, to first order in the vibrational free energy. Either way, vibrations matter far less than coordination in these models.

\emph{Range.} If the same Morse potential is cut off only between $2.6\,r_0$ and $3.0\,r_0$, the bond length shrinks to 0.207 nm and the cohesive energy rises to 7.59 eV per atom. The first shell is compressed ($\phi'=-24.9$ eV/nm), while the second is stretched ($\phi'=+4.2$ eV/nm). The bonds severed by cleavage now carry force beforehand, and the relaxed (111) stress is $-11$ N/m. Because $D$, $r_0$ and $\alpha$ were held fixed, this is a different, much denser crystal, and the number is no correction for the original one. It shows that the short cut-off is an essential part of the model.

\emph{Comparison with copper.} The bond length, cohesive energy and bulk modulus are in the rough regime of copper. Its measured surface energy, an average over faces, is roughly $1.8\ \mathrm{J/m^2}$, so the pair model is high and the second-moment model low. Copper breaks the assumption that bonds are independent. The second-moment model suggests a resulting shift of the (111) stress of about 1.2 N/m. This is an estimate of size only, since $p$ and $q$ were chosen and not fitted to copper; for $p$ from 9 to 11 and $q$ from 2.2 to 2.8 it runs from about 1.03 to 1.35 N/m. This range covers only the nearest-neighbour form and is no error bar for copper. A second-moment set fitted to copper with five neighbour shells ($A_r=0.0855$ eV, $\xi=1.224$ eV, $p=10.96$, $q=2.278$, $r_0=0.2556$ nm) gives about 0.8 N/m and $\gamma=1.3\ \mathrm{J/m^2}$. For a free-standing film of thickness $t$, in-plane force balance requires $2f+\sigma t=0$. At $t=10$ nm, with $f$ taken as independent of strain, this gives a mean interior stress
\begin{equation}
\sigma=-\frac{2\times1.2\ \mathrm{N/m}}{10^{-8}\ \mathrm m}=-0.24\ \mathrm{GPa},
\end{equation}
which the nearest-neighbour pair model misses entirely.

All numerical values are calculated from the stated model.
